Noncollinear PAW: spin matrices, the exchange-correlation field and its torque, part 2

The problem is the exchange-correlation torque in noncollinear PAW with LSDA. Units are Rydberg atomic units (ħ = 1, e² = 2, energies in Ry, lengths in bohr). σ: Pauli matrices; Tr: trace over spin and partial waves.

The spin density matrix N = ½(n + m·σ) has eigenvalues n± = ½(n ± |m|). With m̂ = m/|m|, collinear energy density f, v± = ∂f/∂n±, potential V = v⁰ + B·σ and torque density τ = B × m,

  N_↑↑ = ½(n + m_z),  N_↓↓ = ½(n − m_z),  N_↑↓ = ½(m_x − i m_y).  (3)
  e_xc(N) = f(n₊, n₋).  (5)
  v⁰ = ½(v₊ + v₋),  B = ½(v₊ − v₋) m̂.  (8)
  B_x = −(6/π)^{1/3} (n₊^{1/3} − n₋^{1/3}) m̂.  (10)
  τ = ½(v₊ − v₋) m̂ × m = 0.  (14)

Here B_x is the exchange part; at fixed |m|, |B_x| falls as n grows.

Real partial waves φ_i and pseudo waves φ̃_i agree outside r_c; p_i are the projectors, β_i = ⟨p_i|ψ̃⟩, and Δ = ψ̃ − Σφ̃_iβ_i. With occupations f, ρ_ij = Σ f β_iβ_j† = ½(ρ⁰_ij + m_ij·σ), and D_ij = D⁰_ij + d_ij·σ. Superscript 1 marks one-centre quantities, a tilde pseudo ones; F_ij is φ_iφ_j or φ̃_iφ̃_j, n_c the core density:

  N(r) = Σ_ij ρ_ij F_ij(r) + ½ n_c(r),  (18)
  E_xc = ∫_all e(Ñ) + ∫_sphere e(N¹) − ∫_sphere e(Ñ¹),  (20)
  δE = Σ_ij (D⁰_ij δρ⁰_ji + d_ij·δm_ji).  (21)
  D⁰_ij = ∫ v⁰ F_ij d³r,  d_ij = ∫ B F_ij d³r,  (22)
  q_ij = ∫_sphere (φ_iφ_j − φ̃_iφ̃_j).  (24)
  M = ∫ m̃ + Σ q_ij m_ij  (25)
  d(M/2)/dt = ∫ B̃ × m̃ d³r + T,  T = Σ_ij d_ij × m_ji.  (26)
  T = ∫ B¹ × m¹ − ∫ B̃¹ × m̃¹ = 0 − 0.  (27)
  δE = Σ d_ij·(δθ × m_ji) = −δθ·T.  (28)

E¹ and Ẽ¹ are the sphere terms of (20); δθ is a rigid spin rotation. LSDA does not see Im m_ij. A program checks (22) by finite differences along 64 directions of ρ, and (26) by propagating spinors.

**Entry 8. Compensation charges and the ultrasoft case**

In a variant of PAW the compensation density is included in the argument of the functional. One defines functions Q̂_ij(r) = Σ_LM q^LM_ij g_L(r) Y_LM(r̂), where q^LM_ij = ∫(φ_iφ_j − φ̃_iφ̃_j) r^L Y_LM and the shape functions obey ∫ g_L r^{L+2} dr = 1, so that Q̂_ij has the multipoles of the difference of pair densities. The matrix N̂ = Σ ρ_ij Q̂_ij, with magnetization m̂_c = Σ m_ij Q̂_ij, is added to both Ñ and Ñ¹.

The pseudo sphere term keeps the form (18) with F_ij = φ̃_iφ̃_j + Q̂_ij, again real and symmetric, so (22) and its zero torque carry over. This is the third set of F_ij in the 64-direction test. The smooth term changes in one respect. Its field B̃ now points along m̃ + m̂_c, and since N̂ depends on ρ, D gains a piece d^smooth_ij = ∫B̃ Q̂_ij. Then

  ∫B̃ × m̃ + Σ d^smooth_ij × m_ji = ∫ B̃ × (m̃ + m̂_c) = 0.

The total torque in (26) still vanishes, but T formed with the complete D equals −∫B̃ × m̃, which need not be zero. Ultrasoft pseudopotentials have the same structure, with the augmentation functions Q_ij in place of Q̂_ij and no sphere terms. A further condition arises here: Q̂_ij is not a product of two functions, so positivity of N is no longer guaranteed, and where n₋ < 0 the function f is undefined. The program asserts positivity for its test case. The change in the smooth term is derived here and is not tested.

**Entry 9. Where local parallelism fails**

Fixed axis. Suppose the collinear formula is applied to the diagonal of N in a fixed frame, e = f(N_↑↑, N_↓↓) with N_↑↑, N_↓↓ = ½(n ± m_z). This depends on m_z alone, so B = b ẑ with b = ½(v_↑ − v_↓), and

  τ = b ẑ × m = b (−m_y, m_x, 0).  (29)

The energy is not invariant under rigid rotations, so in general neither the local nor the integrated torque vanishes. One axis per sphere, held fixed independently of ρ, has the same defect inside that sphere; if the axis ê instead rotates with the spins of the sphere, the energy is invariant under rigid rotations and (28) gives T = 0, provided D is the full derivative of the energy, including the dependence of ê on ρ. The field b(r) ê alone gives ê × ∫ b m, which in general is not zero, because the b-weighted moment need not lie along ê.

Spherical average. Suppose the energy is evaluated from angular averages, E = ∫ e(n̄(r), |m̄(r)|) d³r with m̄ = (1/4π)∮ m dΩ. Then δE = ∫ (v̄⁰ δn̄ + B̄·δm̄) d³r with B̄ ∥ m̄. As B̄ does not depend on angle, ∮B̄·δm̄ dΩ = B̄·∮δm dΩ, so the field conjugate to m(r) is B̄(r). The local torque B̄ × m is nonzero wherever B̄ ≠ 0 and m has a component perpendicular to its shell average, while on each shell ∮ B̄ × m dΩ = 4π B̄ × m̄ = 0. This agrees with (28), since the averaged energy is invariant under rigid rotations. The program tests the field by a finite difference of the averaged energy along a random Hermitian direction of ρ.

Gradient terms. If a functional depends on m only through the scalar field |m(r)|, including its gradients, then δE = ∫(δE/δ|m|) m̂·δm and B remains parallel to m. If it depends on gradients of the components, for instance E = A∫Σ_a|∇m_a|², integration by parts gives B = −2A∇²m away from boundaries, which is not parallel to m in general; (28) still forces the total torque to zero. These two statements are derived and not tested.

Spin-orbit coupling. Take as given a term ξ(r) L·S = ½ξ L·σ, and assume ξ is appreciable only inside the sphere, so that it is carried by the all-electron one-centre term alone. Its energy is linear in ρ, and (21) gives D⁰ = 0 and d_ij = ½⟨φ_i|ξL|φ_j⟩. For an s wave L gives zero. For p waves φ_b = g(r) x_b, use L = −i r × ∇. The gradient of g is radial and drops out of the cross product, while ∇x_b = e_b, so L_c φ_b = −i g (r × e_b)_c = −i ε_cdb φ_d. With angular orthonormality and λ = ∫ξ R_p² r² dr,

  (L_c)_ab = −i ε_cab,  d^so_ab = ½ λ L_ab.  (30)

This d is imaginary and antisymmetric. In E^so = Σ d_ij·m_ji and in T it pairs only with the imaginary antisymmetric part of m_ij, exactly the part that LSDA does not see. It cannot be written as ∫B F_ij with a real local field, and T^so = ½λ Σ L_ij × m_ji need not vanish. The angular momentum goes to the orbital motion. With [L_a, L_c] = iε_acb L_b,

  [L_aσ_a, L_c] = i ε_acb L_b σ_a,  [L_aσ_a, ½σ_c] = i ε_acb L_a σ_b = i ε_bca L_b σ_a = −i ε_acb L_b σ_a,

where the dummy labels a and b were exchanged in the second chain. The two commutators cancel, so within the partial-wave space the orbital torque i Tr([D^so, L]ρ) equals −T^so. Spin-orbit coupling changes ρ, but (14) holds for any ρ, so the LSDA field stays parallel to m as long as the functional keeps the form (5). The program tests (30) by angular quadrature, T^so against the propagation and against −dE^so/dθ under finite rotations, and the balance with the orbital torque.

**Entry 10. A worked sphere**

The model uses round parameters and describes no real atom; it is not self-consistent, and D contains exchange and correlation only. The all-electron partial waves are the hydrogenic 2s and 2p functions for Z = 3. With a = Z/2 = 1.5 bohr⁻¹,

  R_s = 2a^{3/2}(ar − 1)e^{−ar},  R_p = (2/√3) a^{5/2} r e^{−ar},

the sign of R_s chosen to make its outer lobe positive, φ_s = R_s/√(4π) and φ_b = √(3/4π) R_p x_b/r. The core is the hydrogenic 1s² density n_c = (2Z³/π)e^{−2Zr}. The radius is r_c = 1.5 bohr. Inside it, R̃_s and R̃_p/r are polynomials a + br² + cr⁴ matched in value, slope and curvature:

  R̃_s = 0.43643 + 0.09076 r² − 0.03093 r⁴,  R̃_p/r = 1.01924 − 0.44018 r² + 0.06055 r⁴,

and the pseudo core 0.01167 − 0.00424 r² is matched in value and slope. The projectors are (1 − r²/r_c²)² φ̃_i, normalized to be dual to φ̃_i. The overlap corrections are q_ss = −0.01536 and q_pp = 0.08972. The functional is Slater exchange with VWN5 correlation, and λ = 0.01 Ry, a value chosen for visibility: for hydrogenic 2p waves with Z = 3 the Coulomb spin-orbit constant is α²Z⁴/24 Ry = 1.8×10⁻⁴ Ry (α the fine-structure constant), about 55 times smaller. The labels s, x, y, z denote the four partial waves.

Three spinors are occupied with f = 1: (cos30° s + sin30° p_z) with spin +z, (p_x + ip_y)/√2 with spin +x, and (−sin30° s + cos30° p_z) with spin +y. Their orbital parts are orthonormal.

Occupation matrix. For a product state with orbital coefficients c_i and spin direction e, β_iβ_j† = c_i c_j* ½(1 + e·σ), so it adds c_i c_j* to ρ⁰_ij and c_i c_j* e to m_ij. With cos²30° = 0.75, sin²30° = 0.25 and sin30° cos30° = 0.43301:

  ρ⁰_ss = 0.75 + 0.25 = 1,  m_ss = (0, 0.25, 0.75),
  ρ⁰_sz = 0.43301 − 0.43301 = 0,  m_sz = m_zs = (0, −0.43301, 0.43301),
  ρ⁰_zz = 1,  m_zz = (0, 0.75, 0.25),
  ρ⁰_xx = ρ⁰_yy = 0.5,  m_xx = m_yy = (0.5, 0, 0),
  m_xy = (1/√2)(i/√2)* x̂ = −0.5 i x̂,  m_yx = +0.5 i x̂.

The same state gives ρ⁰_xy = −0.5 i and ρ⁰_yx = +0.5 i, which drop out of n(r) because F_xy = F_yx. All other blocks are zero. By (3), ρ_ss has diagonal elements ½(1 ± 0.75) = 0.875 and 0.125 and ↑↓ element −0.125 i. The block sz carries magnetization and no charge, and the block xy is purely of the kind that LSDA ignores.

One point. At r = 1 bohr, θ = 60°, φ = 0 the all-electron waves are φ_s = 0.11564, φ_x = 0.30043, φ_y = 0, φ_z = 0.17345 bohr^{−3/2}, and n_c = 0.04261 bohr⁻³. Each state feeds one component of m:

  m_z = (0.86603·0.11564 + 0.5·0.17345)² = 0.18687² = 0.03492,
  m_x = 0.30043²/2 = 0.04513,
  m_y = (−0.5·0.11564 + 0.86603·0.17345)² = 0.09239² = 0.00854.

The density is the sum of these three numbers and the core, 0.1312 (0.13119 unrounded), and |m| = √(0.04513² + 0.00854² + 0.03492²) = 0.05770 bohr⁻³. Then n₊ = ½(0.13119 + 0.05770) = 0.09444 and n₋ = 0.03675 bohr⁻³. The functional returns v₊ = −1.22838 Ry and v₋ = −0.99230 Ry, so

  v⁰ = −1.11034 Ry,  ½(v₊ − v₋) = −0.11804 Ry,

and multiplying by m̂ = (0.7822, 0.1480, 0.6052) gives B¹ = (−0.09233, −0.01747, −0.07144) Ry, with |B¹| = 0.11804 Ry = 1.606 eV. The finite-difference field, which knows nothing of m̂, agrees in all five printed decimals. As a matrix, V_↑↑ = v⁰ + B_z = −1.18178, V_↓↓ = −1.03890 and V_↑↓ = B_x − iB_y = −0.09233 + 0.01747 i Ry. Exchange alone, from (10), is 1.2407·(0.4554 − 0.3325) = 0.1525 Ry, so at this point correlation reduces the field by 0.15253 − 0.11804 = 0.0345 Ry, about 23% of the exchange value.

The pseudo side uses the polynomials: φ̃_s = 0.28209·(0.43643 + 0.09076 − 0.03093) = 0.13999, and √(3/4π)·0.63961 = 0.31251 gives φ̃_x = 0.27064 and φ̃_z = 0.15626; the pseudo core is 0.00742 bohr⁻³. The same three squares give m̃¹ = (0.03662, 0.00427, 0.03975), with |m̃¹| = 0.05422, ñ¹ = 0.08806, ñ₊ = 0.07114 and ñ₋ = 0.01692 bohr⁻³. With ṽ₊ = −1.11210 and ṽ₋ = −0.82286 Ry, ṽ⁰ = −0.96748 Ry and B̃¹ = (−0.09770, −0.01138, −0.10603) Ry, of length 0.14462 Ry = 1.968 eV.

The pseudo field is the stronger one although its magnetization is the smaller. For the exchange parts, 0.19555 against 0.15253 Ry, this follows from the property derived after (10): |B_x| grows with |m| and falls with n at fixed |m|, so with the smaller |m| on the pseudo side the lower density must be the cause, and most of the density difference 0.0431 bohr⁻³ is the core difference 0.0352 bohr⁻³.

The two magnetizations differ in direction by 10.35°. The mixed product has length 0.14462·0.05770·sin 10.35° = 0.00150 Ry/bohr³, matching the printed vector B̃¹ × m¹ = (0.000508, −0.001373, −0.000320). Over the grid of the sphere its largest length is 0.0324 Ry/bohr³. This and the grid maxima quoted under Contrasts are lower bounds to the true maxima, which lie up to about 1% higher. The product of each finite-difference field with its own magnetization reaches at most 3.4×10⁻¹¹ Ry/bohr³ on the same grid, about 10⁻⁹ of the mixed value; the analytic value is zero.

Moments and energies. The moments in the sphere are (0.46790, 0.41517, 0.30972) for m¹ and (0.37817, 0.35172, 0.29881) for m̃¹. Their difference must be Σ q_ij m_ij by (24) and (25), with q diagonal here by angular orthogonality:

  x: q_pp (0.5 + 0.5) = 0.08972, against 0.46790 − 0.37817 = 0.08973,
  y: 0.25 q_ss + 0.75 q_pp = 0.06345, against 0.06345,
  z: 0.75 q_ss + 0.25 q_pp = 0.01091, against 0.01091.

The sphere energies are E¹ = −4.88689 Ry and Ẽ¹ = −0.88585 Ry, a difference of −4.00103 Ry from the unrounded values. With ψ̃ = Σβφ̃ in all space, Δ = 0 and (20) must reproduce the all-electron energy; both are −5.8214 Ry, and the program asserts their equality. That equality is a pointwise cancellation on one common, coarser grid extending to 10 bohr, whose convergence is not tested. Refining the sphere grid changes the two sphere energies and the elements of the one-centre D matrices by at most 3.5×10⁻¹² Ry.

Strength matrix, all-electron minus pseudo, in Ry:

  D⁰_ss = −0.11545,  d_ss = (0.00508, 0.00422, 0.00342),
  D⁰_sz = 0.00053,  d_sz = (−0.00002, −0.00406, 0.00381),
  D⁰_zz = −0.20328,  d_zz = (−0.00186, −0.00288, 0.00183),
  D⁰_xx = −0.19999,  d_xx = (−0.00360, −0.00011, 0.00333).

The block D_ss has diagonal elements −0.11545 ± 0.00342 = −0.11203 and −0.11887 and ↑↓ element 0.00508 − 0.00422 i. The vector d_ss has its largest component along x although m_ss has none, which is possible because d_ss averages fields that follow the total magnetization, the p_x, p_y state included. All components of m¹ and m̃¹ are squares and hence non-negative, so both fields have non-positive components where B opposes m, yet d_ss is positive: it is a difference, and the pseudo term outweighs the all-electron term in this channel. The core dilution seen at the sample point contributes to this; the different weights φ_s² and φ̃_s² also enter.

Pair torques. With (d × m)_x = d_y m_z − d_z m_y and cyclic permutations, the ss pair gives

  x: 0.00422·0.75 − 0.00342·0.25 = 0.00231,
  y: −0.00508·0.75 = −0.00381,
  z: 0.00508·0.25 = 0.00127.

The printed values, in Ry, are

  ss: (0.002307, −0.003813, 0.001271),
  sz and zs, each: (−0.000109, 0.000007, 0.000007),
  zz: (−0.002088, 0.000466, −0.001398),
  xx and yy, each: (0, 0.001667, 0.000057).

The pairs xy and yx each give zero: in this state the fields do not depend on the azimuth, while the product of the p_x and p_y waves averages to zero over it, so d_xy = d_yx = 0. Adding the rest,

  x: 0.002307 − 0.000218 − 0.002088 = 0.000001,
  y: −0.003813 + 0.000014 + 0.000466 + 0.003334 = 0.000001,
  z: 0.001271 + 0.000014 − 0.001398 + 0.000114 = 0.000001,

zero within the rounding of six decimals. The unrounded sum has length 7.9×10⁻¹⁸ Ry. Since this d is built from (8) and (22), that figure measures rounding in the identity (27); the independent evidence is the finite-difference and propagation tests of Entry 7.

Contrasts, on the all-electron density. With the fixed z axis the largest local torque on the grid, which does not include the nucleus itself, is 0.0188 Ry/bohr³; the torque integrates to (0.01035, −0.01691, 0) Ry. The signs follow from (29): m_z ≥ 0 makes b negative wherever the field opposes the magnetization (derived for exchange in (10), and seen with correlation at the sample point), and m_x, m_y ≥ 0 then give a positive x component, a negative y component and no z component. With the spherically averaged field the largest local torque on the grid is 0.0114 Ry/bohr³ while its integral is 2.7×10⁻¹⁷ Ry in length, a case of T = 0 without local parallelism. For spin-orbit coupling only the xy and yx blocks contribute, since m_yz and m_zx vanish. From (30), (L_z)_xy = −i and (L_z)_yx = +i, so

  T^so = ½λ [(−i) ẑ × m_yx + (i) ẑ × m_xy] = ½λ [(−i)(0.5 i) + (i)(−0.5 i)] ẑ × x̂ = ½λ ŷ.

With λ = 0.01 Ry this is (0, 0.005, 0) Ry, or 68 meV in units where ħ = 1, and the orbital torque is (0, −0.005, 0) Ry. The state with L along +z and spin along +x sees initially the field ½λẑ, so its spin starts to turn from x toward y, while the LSDA field on the same ρ contributes nothing to the motion of the total spin. This fixes the first derivative only. The later motion is not a precession about z, because L_xσ_x + L_yσ_y couples m = 1, spin down to m = 0, spin up, so that a z component of the spin builds up and the length of the mean spin changes.

Computed values

```
Z = 3.0, r_c = 1.5 bohr, lambda = 0.01 Ry, mixing = 30 deg
pseudo s  a,b,c (bohr^-1.5,-3.5,-5.5) = (0.43643, 0.09076, -0.03093)
pseudo p  a,b,c (bohr^-2.5,-4.5,-6.5) = (1.01924, -0.44018, 0.06055)
pseudo core a,b (bohr^-3,-5) = (0.01167, -0.00424)
q_ss = -0.01536, q_pp = 0.08972
rho0_ss = 1.00000, m_ss = (0.00000, 0.25000, 0.75000)
rho0_sz = 0.00000, m_sz = (0.00000, -0.43301, 0.43301)
rho0_zz = 1.00000, m_zz = (0.00000, 0.75000, 0.25000)
rho0_xx = 0.50000, m_xx = (0.50000, 0.00000, 0.00000)
Im m_xy = (-0.50000, 0.00000, 0.00000)
point r = 1 bohr, theta = 60 deg, phi = 0
AE phi s,x,y,z = (0.11564, 0.30043, 0.00000, 0.17345) bohr^-1.5, core = 0.04261 bohr^-3
AE n = 0.13119, m = (0.04513, 0.00854, 0.03492), |m| = 0.05770 bohr^-3
AE n+ = 0.09444, n- = 0.03675 bohr^-3
AE v+ = -1.22838, v- = -0.99230, v0 = -1.11034 Ry
AE B = (-0.09233, -0.01747, -0.07144) Ry, finite diff. (-0.09233, -0.01747, -0.07144) Ry
AE |B| = 0.11804 Ry = 1.6060 eV; exchange part 0.15253 Ry
PS phi s,x,y,z = (0.13999, 0.27064, 0.00000, 0.15626) bohr^-1.5, core = 0.00742 bohr^-3
PS n = 0.08806, m = (0.03662, 0.00427, 0.03975), |m| = 0.05422 bohr^-3
PS n+ = 0.07114, n- = 0.01692 bohr^-3
PS v+ = -1.11210, v- = -0.82286, v0 = -0.96748 Ry
PS B = (-0.09770, -0.01138, -0.10603) Ry, finite diff. (-0.09770, -0.01138, -0.10603) Ry
PS |B| = 0.14462 Ry = 1.9677 eV; exchange part 0.19555 Ry
angle m_AE to m_PS = 10.35 deg
B_PS x m_AE at point = (0.000508, -0.001373, -0.000320) Ry/bohr^3
sphere moment AE = (0.46790, 0.41517, 0.30972)  PS = (0.37817, 0.35172, 0.29881)
E1 = -4.88689, E1~ = -0.88585, difference = -4.00103 Ry
all space: E_xc PAW = -5.8214, all-electron = -5.8214 Ry
D0_ss = -0.11545, d_ss = (0.00508, 0.00422, 0.00342) Ry
D0_sz = 0.00053, d_sz = (-0.00002, -0.00406, 0.00381) Ry
D0_zz = -0.20328, d_zz = (-0.00186, -0.00288, 0.00183) Ry
D0_xx = -0.19999, d_xx = (-0.00360, -0.00011, 0.00333) Ry
d x m, pair ss = (0.002307, -0.003813, 0.001271) Ry
d x m, pair sz = (-0.000109, 0.000007, 0.000007) Ry
d x m, pair zz = (-0.002088, 0.000466, -0.001398) Ry
d x m, pair xx = (0.000000, 0.001667, 0.000057) Ry
pair zs = (-0.000109, 0.000007, 0.000007)  yy = (0.000000, 0.001667, 0.000057) Ry
|sum of all pairs| = 7.9e-18 Ry
max |B x m|, own field (finite diff.) = 3.4e-11 Ry/bohr^3
max |B_PS x m_AE| = 0.03237 Ry/bohr^3
fixed axis: max local = 0.01884 Ry/bohr^3, integral = (0.01035, -0.01691, 0.00000) Ry
spherical field: max local = 0.01141 Ry/bohr^3, |integral| = 2.7e-17 Ry
spin-orbit spin torque = (0.00000, 0.00500, 0.00000) Ry = 68.03 meV
spin-orbit orbital torque = (0.00000, -0.00500, 0.00000) Ry
max |D - finite difference| = 1.7e-10 Ry, grid change = 3.5e-12 Ry
```
